# Second sound in the telegraph equation: when a thermal grating oscillates

**Question**

Two crossed laser pulses write a periodic temperature pattern, a thermal grating, into a crystal in which phonons carry the heat. Let $T(x,t)$ be the small departure from the mean temperature, $q(x,t)$ the heat flux along $x$, $C$ the heat capacity per volume and $\kappa$ the thermal conductivity. Energy balance and the relaxation of the flux read

$$C\,\partial_t T+\partial_x q=0,\qquad \tau\,\partial_t q+q=-\kappa\,\partial_x T .$$

Here $\tau$ is the resistive time, in which scattering that does not conserve phonon momentum destroys the flux. The medium is uniform and isotropic, and all coefficients are constant. Take a second-sound speed $c=3.0$ km/s, which equals 3.0 µm/ns, and $\tau=1.0$ ns.

**(a) Derive the telegraph equation for $T$ and identify $c$.**

*Answer.* Differentiate the energy balance with respect to time and multiply by $\tau$:

$$\tau C\,\partial_t^2T+\tau\,\partial_t\partial_x q=0 .$$

Differentiate the flux law with respect to $x$ and solve for the mixed derivative. Since $\partial_xq=-C\,\partial_tT$,

$$\tau\,\partial_t\partial_xq=-\kappa\,\partial_x^2T-\partial_xq=-\kappa\,\partial_x^2T+C\,\partial_tT .$$

Insert this in the previous line and divide by $\tau C$:

$$\partial_t^2T+\frac1\tau\,\partial_tT=c^2\,\partial_x^2T,\qquad c^2=\frac{\kappa}{C\tau}.$$

Without the damping term this is a wave equation with speed $c$. If the first term is negligible, it is the diffusion equation with diffusivity $\kappa/C=c^2\tau=9.0$ µm²/ns. The wavelength decides which behaviour a grating shows.

**(b) A pattern of fixed real wavelength $\lambda$ is left to itself. For which wavelengths does it oscillate in time?**

*Answer.* Write $T=\mathrm{Re}\,[A(t)e^{ikx}]$ with $k=2\pi/\lambda$. Two $x$-derivatives give $-k^2$, so

$$A''+\frac1\tau A'+c^2k^2A=0 .$$

The trial solution $A\propto e^{st}$ gives $s^2+s/\tau+c^2k^2=0$, hence

$$s=-\frac1{2\tau}\pm\sqrt{\frac1{4\tau^2}-c^2k^2}.$$

A complex $s$ is needed for oscillation, so the quantity under the root must be negative: $ck>1/(2\tau)$. With $k=2\pi/\lambda$ this becomes

$$\lambda<\lambda_c=4\pi c\tau=4\pi\,(3.0\ \text{µm/ns})(1.0\ \text{ns})=37.7\ \text{µm}.$$

Free oscillatory propagation therefore requires wavelengths below about 38 µm. At $\lambda=\lambda_c$ the two roots coincide and the motion is critically damped, without oscillation.

The factor $4\pi$ belongs to the convention that the damping coefficient is $1/\tau$, with $\tau$ the relaxation time of the flux. In physical terms, the undamped wave must advance its phase by more than half a radian in the time $\tau$, since the condition is $ck\tau>1/2$.

**(c) Show what happens above the threshold, using $\lambda=50$ µm. Can the temperature at a crest still change sign, and can the pattern still move?**

*Answer.* Both roots are now real and negative. Write them as $-a$ and $-b$, with

$$a,b=\frac1{2\tau}\mp\sqrt{\frac1{4\tau^2}-c^2k^2},\qquad 0<a<b .$$

For $\lambda=50$ µm, $k=0.1257$ µm⁻¹, which gives $a=0.172$ ns⁻¹ and $b=0.828$ ns⁻¹.

Let $A(0)=1$ and $A'(0)=r$. The solution $A=Fe^{-at}+Ge^{-bt}$ must satisfy $F+G=1$ and $-aF-bG=r$. Hence

$$A(t)=\frac{(b+r)e^{-at}-(a+r)e^{-bt}}{b-a}.$$

A grating made by heating alone, with pulses much shorter than $\tau$, starts with $q=0$, so $r=0$. Then $be^{-at}>ae^{-bt}$ at all $t\ge0$, and $A$ never changes sign.

For other real $r$, a zero requires $e^{(b-a)t}=(a+r)/(b+r)$. The left side increases steadily with time, so there is at most one zero. It occurs at positive time if the right side exceeds 1, which means $r<-b$. An initial flux strong enough to give $r=-2$ ns⁻¹ thus produces one sign change. This is a single overshoot, driven by the flux supplied at the start.

To test for motion, start with the flux that an undamped wave travelling to the right would have. That wave has $A\propto e^{-ickt}$, so $r=-ick$. At late times the faster exponential has gone, and the phase of $A$ is that of $b-ick$. The crest has moved by

$$\Delta x=\frac1k\arctan\frac{ck}{b}=3.4\ \text{µm},$$

after which it stays in place while its height decays. A flux can push the pattern a finite distance, but the pattern does not keep travelling.

For very long waves, $ck\tau\ll1$, expansion of the root gives

$$a\simeq\frac1{2\tau}\left[1-(1-2c^2k^2\tau^2)\right]=c^2\tau k^2,$$

the decay rate of ordinary diffusion. At 50 µm this estimate is 0.142 ns⁻¹, or 17 % below the slow rate $a$ of the telegraph equation. The grating is overdamped there, but diffusion is not yet an accurate description.

**(d) Describe the motion below the threshold. Compare gratings of 20 µm and 5 µm, and find the wavelength at which the amplitude falls to $1/e$ in one period.**

*Answer.* The roots are $s=-1/(2\tau)\pm i\omega$, where

$$\omega=\sqrt{c^2k^2-\frac1{4\tau^2}} .$$

One root gives the travelling wave $e^{-t/(2\tau)}\cos(kx-\omega t)$. Because $1/(2\tau ck)=\lambda/\lambda_c$, its phase speed is

$$\frac{\omega}{k}=c\sqrt{1-\left(\frac{\lambda}{\lambda_c}\right)^2},$$

which falls to zero at the threshold.

A grating released with zero flux contains equal waves moving both ways. The conditions $A(0)=1$, $A'(0)=0$ give

$$A(t)=e^{-t/(2\tau)}\left[\cos\omega t+\frac{\sin\omega t}{2\omega\tau}\right].$$

The sine term cancels the initial slope $-1/(2\tau)$ of the exponential. After one period $P=2\pi/\omega$ the bracket is again 1, so the remaining fraction is $e^{-P/(2\tau)}=e^{-\pi/(\omega\tau)}$.

For 20 µm, $k=0.3142$ µm⁻¹ and

$$\omega=\sqrt{(3.0\times0.3142)^2-0.25}\ \text{ns}^{-1}=0.799\ \text{ns}^{-1}.$$

The period is 7.86 ns and the phase speed 2.54 km/s, but only 2.0 % of the amplitude is left after one period. For 5 µm, $k=1.257$ µm⁻¹ and $\omega=3.74$ ns⁻¹. The period is 1.68 ns, the phase speed 2.97 km/s, and 43 % of the amplitude is left. Both gratings have the same decay rate in time, $1/(2\tau)$; the shorter one survives better per period because its period is shorter.

To keep at least $1/e$ per period, we need $\omega\tau\ge\pi$, or $c^2k^2\tau^2\ge\pi^2+1/4$. Substituting $k=2\pi/\lambda$ gives

$$\lambda\le\frac{2\pi c\tau}{\sqrt{\pi^2+1/4}}=\frac{4\pi c\tau}{\sqrt{1+4\pi^2}}=5.9\ \text{µm}.$$

The 38 µm threshold is thus necessary for free oscillation, but an oscillation that survives several periods calls for a much shorter grating. A single sign reversal is visible at longer wavelengths. At half a period the bracket equals $-1$, so the amplitude dips to $-e^{-\pi/(2\omega\tau)}$: $-66$ % at 5 µm, $-14$ % at 20 µm, $-1.6$ % at 30 µm and only $-0.14$ % at 34 µm.

**(e) A heater at $x=0$ is instead driven steadily at 10 MHz. Does the same wavelength limit apply?**

*Answer.* No. Now $\omega$ is real and prescribed, while $k$ may be complex. Inserting $e^{i(kx-\omega t)}$ in the telegraph equation gives

$$k^2=\frac{\omega^2+i\omega/\tau}{c^2}.$$

Write $k=p+ip'$, with $p,p'>0$ for a wave that decays into $x>0$. The real part and the modulus of $k^2$ give

$$p^2-p'^2=\frac{\omega^2}{c^2},\qquad p^2+p'^2=\frac{\omega}{c^2}\sqrt{\omega^2+\frac1{\tau^2}} .$$

Half the sum and half the difference give $p^2$ and $p'^2$. At 10 MHz the spatial wavelength $2\pi/p$ is 103 µm, well above $\lambda_c$, and the decay length $1/p'$ is 17.5 µm. The amplitude falls to about 0.3 % over one wavelength. This is essentially a diffusive thermal wave: for $\omega\tau\ll1$ the two equations give $p\simeq p'$. A spatial phase under steady driving is therefore no evidence of free second sound.

**(f) The telegraph equation assumes that normal scattering, which conserves phonon momentum, is very fast. Estimate the correction for a normal scattering time $\tau_N=10$ ps.**

*Answer.* Use a model with one phonon speed $v$. Let $e_0,e_1,e_2$ be the first three Legendre moments of the phonon energy over direction; $e_0$ is the energy and $ve_1$ the flux. Normal scattering conserves $e_0$ and $e_1$, and resistive scattering conserves $e_0$. For a pattern $e^{ikx}$, with the third moment neglected,

$$e_0'+ikve_1=0,$$

$$e_1'+\frac{ikv}{3}(e_0+2e_2)=-\frac{e_1}{\tau},$$

$$e_2'+\frac{2ikv}{5}e_1=-\frac{e_2}{\tau_s},\qquad \frac1{\tau_s}=\frac1{\tau_N}+\frac1\tau .$$

When $\tau_s$ is short compared with the time scale of the motion and $kv\tau_s\ll1$, $e_2'$ can be dropped, so $e_2\simeq-\tfrac25ikv\tau_se_1$. In the second equation this adds a damping rate

$$\nu k^2,\qquad \nu=\frac{4}{15}v^2\tau_s=\frac45c^2\tau_s,$$

where $c^2=v^2/3$ follows from eliminating $e_1$ between the first two equations. The damping coefficient $1/\tau$ becomes $1/\tau+\nu k^2$, and the threshold condition becomes $2ck=1/\tau+\nu k^2$.

At $k_c=1/(2c\tau)$ the relative correction is $\nu k_c^2\tau=\tau_s/(5\tau)$. It lowers the critical wavelength by 0.2 %. For the 5 µm grating the same term raises the amplitude decay rate by about 11 % relative to $1/(2\tau)$. The correction grows as $k^2$, and the description fails when $kv\tau_s$ is no longer small. The condition $\lambda<\lambda_c$ is therefore not a promise of second sound at arbitrarily short wavelengths.

**(g) How far can these numbers be carried over to a real grating measurement?**

*Answer.* Crossed laser beams can write periods from a few to some tens of micrometres, so gratings on both sides of the threshold can be made. The threshold itself is hard to locate directly: just below it the oscillation period is much longer than the decay time $2\tau$, and the signal has almost vanished before it reverses. The parameters describe no particular material. The resistive time of 1 ns supposes a crystal with weak resistive scattering; a shorter time lowers the threshold wavelength in proportion at fixed $c$.

Suppose the sample is at 100 K, the pulses warm it by 1 K, and $\tau$ varies as $T_0^{-3}$ with the absolute temperature $T_0$. Then $\lambda_c\propto\tau$ at fixed $c$ changes by the factor $1.01^{-3}$, a fall of 2.9 %. A beam with heating profile $e^{-2x^2/w^2}$ has a Gaussian spectrum of standard deviation $2/w$ in wavenumber. For $w=500$ µm this is 2.4 % of $k_c$, so the threshold is slightly blurred.

A larger uncertainty is the use of one resistive time. In a real crystal it differs between phonon modes, and a factor of two in the effective $\tau$ moves $\lambda_c$ by a factor of two at fixed $c$. Anisotropy and heat loss through the surfaces are not estimated here.

Numerical values quoted here were computed with a short program.
